# Why initial-bond-counting solid-on-solid models have no Ehrlich-Schwoebel barrier

**What the symmetry of the rule fixes**

Suppose the barrier for a surface atom's hop depends only on $n$, its number of lateral bonds before the hop. The number $n$ carries no direction. From a given site, all hop directions therefore have the same barrier, including the direction that leads over a step edge. With equal attempt frequencies, the ratio of the descending rate to the rate of hopping back onto the terrace is

$$s=1 .$$

If a real edge saddle lies higher than a terrace saddle by $E_{ES}$, this dimensionless ratio can depend on that energy only through $E_{ES}/kT$. For thermally activated hops with equal prefactors,

$$s=e^{-E_{ES}/kT},\qquad E_{ES}=U_{\rm edge\ saddle}-U_{\rm terrace\ saddle}.$$

This difference is the Ehrlich-Schwoebel (ES) barrier. It compares saddles, not hop barriers. If the edge site has energy $U_e$, the barriers down and back are $U_{\rm edge\ saddle}-U_e$ and $U_{\rm terrace\ saddle}-U_e$, and $U_e$ cancels from their difference. This takes the last saddle before the edge to have its terrace value.

**The saddle level hidden in bond counting**

A solid-on-solid (SOS) surface is a set of column heights $h_i$ without overhangs. Its lateral energy is

$$H=-E_N\sum_{\langle ij\rangle}\min(h_i,h_j),$$

where the sum runs over neighbouring columns and $E_N>0$ is the energy of one lateral bond. Each atom keeps one vertical bond before and after a hop, so the vertical energy cancels between end states. The hop barrier is $E_S+nE_N$.

Remove the top atom of column $i$. The term $\min(h_i,h_j)$ falls by one if $h_j\ge h_i$ and is otherwise unchanged. The number of such neighbours is $n$, so

$$H_{\rm removed}=H_{\rm before}+nE_N .$$

The saddle energy is the initial energy plus the barrier:

$$H_{\rm before}+E_S+nE_N=(H_{\rm removed}-nE_N)+E_S+nE_N=H_{\rm removed}+E_S .$$

The bond count has cancelled. After landing, the atom has $n'$ bonds and $H_{\rm after}=H_{\rm removed}-n'E_N$. The reverse hop therefore has the same saddle energy, as it must. For an atom moving over an otherwise fixed surface, $H_{\rm removed}$ is the same wherever the atom sits. All its saddles lie at one level, and $E_{ES}=0$.

This identity was tested on 12 random periodic surfaces of $6\times6$ columns, with heights from 1 to 4, $E_S=0.7$ eV and $E_N=0.23$ eV. Among 1728 hops, 1410 changed level. The largest saddle mismatch was $10^{-14}$ eV, which is rounding error.

An adatom at the upper edge has $n=0$, just as it has in mid-terrace. The rule never asks how many neighbours it has while crossing. The bond gained at the foot of the step lowers the final energy and slows the return, but does not change the descending barrier.

A different function $f(n)$ would not help. Detailed balance requires a common saddle for both directions:

$$H_{\rm removed}-nE_N+f(n)=H_{\rm removed}-n'E_N+f(n').$$

Thus $f(n)-nE_N$ must have the same value for all bond numbers connected by hops. Calling that value $E_S$ returns the original rule.

**Why equilibrium cannot supply the missing energy**

For hops between states $a$ and $b$, detailed balance fixes

$$\frac{k_{a\to b}}{k_{b\to a}}=e^{-(H_b-H_a)/kT}.$$

If every level-changing hop and its reverse receive the same extra barrier, both rates are multiplied by $s$ and their ratio is unchanged. The equilibrium surface is the same, but the approach to it is slower.

A complete master equation for five atoms on a ring of four columns tested this, with $E_N=1.5\,kT$. Without an ES barrier and with one of $2\,kT$, the stationary state agreed with the Boltzmann distribution to better than $10^{-14}$. The slowest relaxation rate fell from 0.399 to 0.080, in units of the unbonded hop rate. Equilibrium shapes and step energies therefore do not determine $E_{ES}$.

**What an atom loses at a real edge**

Consider an fcc(100) terrace with a straight close-packed step. Lengths are in nearest-neighbour spacings. Let the edge row lie at $x=0$, with the upper terrace at $x\le0$. An adatom hopping directly over the edge passes between two edge atoms. A terrace hop also passes between two nearest atoms. Counting nearest bonds at this crossing would therefore show no difference. The difference is that the top-layer atoms at $x\ge1$ are missing at the step.

Take a frozen substrate and the Morse pair energy

$$\phi(r)=D\left[e^{-2\kappa(r-r_m)}-2e^{-\kappa(r-r_m)}\right].$$

It is negative when $e^{-\kappa(r-r_m)}<2$, that is, when $r>r_m-(\ln2)/\kappa$. The example has $\kappa=4$ and $r_m=0.4635/0.43=1.078$, so attraction begins at $r=0.905$. Every missing atom is at least one spacing from the plane $x=0$. On this whole plane,

$$U_{\rm step}=U_{\rm flat}-\sum_{\rm missing}\phi(r)>U_{\rm flat}.$$

A descending atom must cross the plane. On the flat terrace, the lowest point of the plane above the surface is the terrace saddle. The highest point of any direct descent must therefore exceed the terrace saddle, so $E_{ES}>0$ for this route and potential.

At the terrace saddle point, the missing atoms would have supplied 0.204 eV of attraction. Two atoms at 1.41 spacings account for 86% of it. The poor coordination is thus mainly a loss of second neighbours. When $\kappa$ is raised from 4 to 8 at fixed spacing and cohesion, the ratio of $E_{ES}$ to the terrace barrier falls from 1.14 to 0.14.

**How a terrace turns the barrier into uphill motion**

Let a terrace have sites $x=1,\ldots,L$, with the ascending step beside site 1 and the descending edge after site $L$. Site 1 captures an adatom at once. An atom that descends is captured at $L+1$. Let $P(x)$ be the probability that an atom starting at $x$ reaches the descending side first. Hops parallel to the steps do not change $x$ and can be ignored.

For $2\le x\le L-1$, equal rates left and right give

$$P(x+1)-P(x)=P(x)-P(x-1)=c .$$

Since $P(1)=0$, $P(x)=c(x-1)$. At the last site the backward rate is 1 and the descending rate is $s$, in units of the terrace rate, so

$$[P(L-1)-P(L)]+s[1-P(L)]=0 .$$

The first bracket is $-c$, and $P(L)=c(L-1)$. Hence $c=s[1-c(L-1)]$, and

$$c=\frac{1}{L-1+1/s},\qquad P(x)=\frac{x-1}{L-1+1/s}.$$

For uniform deposition, the average of $x-1$ is $(L-1)/2$. The fraction going down is

$$\bar P=\frac{L-1}{2(L-1+1/s)} .$$

An atom ends at 1 or $L+1$, so its mean final position is $1+LP(x)$. Its mean displacement is

$$1+LP(x)-x=(x-1)(Lc-1)=-(x-1)\frac{1/s-1}{L-1+1/s}.$$

Averaging over starting sites gives

$$\bar d=-\frac{(L-1)(1/s-1)}{2(L-1+1/s)}$$

spacings, where negative means uphill. At $s=1$ the displacement vanishes, although $\bar P=(L-1)/(2L)$ is slightly below one half. That imbalance arises because site 1 already touches the ascending step; it is not an ES effect. As $s\to0$, $\bar d\to-(L-1)/2$.

The descending fraction is half its barrier-free value when $L-1+1/s=2L$, or

$$E_{ES}=kT\ln(L+1).$$

At this energy the mean uphill displacement is also half its limiting value. It is a scale for a strong effect, not a threshold: any smaller positive barrier already gives some net uphill motion.

**How large the effect is in a worked case**

The Morse model uses rough strontium-like inputs: spacing 0.43 nm, cohesion 1.70 eV per atom and 150 K, where $kT=0.0129$ eV. The frozen terrace barrier is 0.236 eV. For the direct descent,

$$E_{ES}=-0.677-(-0.946)=0.269\ {\rm eV}.$$

An independent search of a three-dimensional energy grid put the edge saddle energy within 1 meV of the $-0.677$ eV used here. The barrier of 0.269 eV exceeds the 0.204 eV loss at the terrace saddle point, so the highest point of the descent is not that point.

For $L=20$, or 8.6 nm, the halving energy is $0.0129\ln21=0.039$ eV. Even a barrier of 0.020 eV has a visible effect. It gives $s=0.213$ and

$$\bar P=\frac{19}{2(19+4.70)}=0.401,$$

compared with 0.475 at zero barrier. The mean displacement is 0.64 nm uphill. With the frozen direct-hop barrier, $s=9\times10^{-10}$ and $\bar P=9\times10^{-9}$. The displacement is then at its limit of $9.5\times0.43=4.1$ nm uphill. In this frozen model the last saddle before the edge lies about 0.009 eV above its terrace value. That doubles the local ratio of descending to backward hops, but hardly changes the fraction that descends.

The size of the barrier depends strongly on what the atomistic model includes:

| Model and route | $E_{ES}$ (eV) |
|---|---:|
| Morse, frozen, direct hop | 0.27 |
| Morse, relaxed (20 free atoms), direct hop | 0.30 |
| Morse, relaxed (20 free atoms), exchange | 0.19 |
| Second-moment, frozen, direct hop | 0.11 |

In exchange, the adatom takes the place of an edge atom, which moves to the lower terrace. Its relaxed barrier is 0.321 eV, against 0.435 eV for the direct hop. To convert a hop barrier to a saddle difference, subtract the relaxed terrace barrier, 0.190 eV, and add the 0.057 eV by which the edge site lies above a terrace site:

$$0.321-0.190+0.057=0.188\ {\rm eV}.$$

The site shift comes from the frozen calculation, so the relaxed entries are estimates. Enlarging the relaxed region from 20 to 38 atoms lowers the exchange barrier by another 0.029 eV. This exceeds $kT$ and raises the exchange rate about ninefold, so that barrier is not converged to thermal accuracy. With 109 free atoms it lies 0.046 eV below its 20-atom value, and the exchange $E_{ES}$ is about 0.15 eV instead of 0.19 eV. With 192 free atoms the exchange $E_{ES}$ falls further, to about 0.14 eV, so the 109-atom value is itself uncertain by about 0.01 eV. Over the same range the relaxed direct-hop $E_{ES}$ rises by only about 0.01 eV, and the relaxed terrace barrier falls from 0.190 to 0.182 eV.

The second-moment potential makes bond energy grow as the square root of a summed neighbour contribution, so bonds to poorly coordinated atoms are stronger. Exchange was not calculated with it. In the Morse model, exchange lowers the ES barrier relative to the relaxed direct hop by 0.115 eV with 20 free atoms and by about 0.16 eV with 109 and 0.17 eV with 192. A similar reduction from about 0.11 eV would leave nothing. These calculations therefore do not decide whether real strontium has an appreciable effective ES barrier.

**Setting the model beside the material**

The spacing and cohesion are rough strontium values. The model's bulk modulus is 18 GPa, against roughly 12 GPa for the metal, so it is too stiff. The result depends strongly on the potential. Going from the Morse to the second-moment form lowers $E_{ES}$ for the frozen direct hop by 0.16 eV, and raising $\kappa$ from 4 to 8 in the Morse form cuts the ratio of $E_{ES}$ to the terrace barrier about eightfold. The two forms differ in range as well as in many-body bonding, so the 0.16 eV cannot be credited to either alone. Two other neglected effects are small in this model at the stated conditions. The tunnelling crossover, estimated from the vibration frequency in the well, is 8 K, far below 150 K. Detachment from the step, estimated with the flat-terrace saddle, has a rate of $7\times10^{-9}$ s$^{-1}$. The saddle beside the step is lower and allows a first hop away at about $8\times10^{-6}$ s$^{-1}$, which is still negligible during the 100 s needed to deposit one layer. Island nucleation is less clear-cut. At 0.01 layers/s, an atom arrives on a $20\times20$-site patch every 0.25 s, while the mean terrace residence with the frozen ES barrier is 0.010 s, so a given adatom seldom meets another. But one layer brings 400 atoms to the patch, and with the frozen terrace barrier about 2% of them meet another adatom, which gives several pairs per layer. This estimate is sensitive to the terrace barrier: with the relaxed 0.190 eV and the same attempt frequency, the residence falls to about $3\times10^{-4}$ s and only about 0.2 pairs form per layer. A pair in the frozen model also takes a first hop apart at a rate of order 1 s$^{-1}$, so whether it grows into an island is not decided here. The formulas above therefore describe single adatoms on an island-free terrace. Kinks and unequal attempt frequencies are not included.

**What to do in a growth simulation**

Keep the bond-counting rule if a zero ES barrier is intended. Otherwise, add a separate saddle energy to level-changing hops, and add it to both directions. Slowing descent alone would multiply the forward-to-backward ratio by $s$ and violate detailed balance for the original $H$.

Obtain that energy from saddles, not from binding energies at the end sites. Include exchange as well as the direct hop, because the easiest route controls descent when prefactors are similar. Then compare the result with $kT\ln(L+1)$. If the uncertainty in $E_{ES}$ is comparable with $kT$ or larger, treat the interlayer rate as a parameter to be varied. The numerical output below gives most of the values used here; the 109- and 192-atom results, the pair estimates, the shift of the last saddle before the edge and the rate of the first hop away from the step come from additional calculations with the same Morse potential.

## Computed results

```
SOS hops tested: 1728; level-changing: 1410
largest SOS saddle mismatch: 1.1e-14 eV
equilibrium error without / with ES: 2.8e-16 / 9.2e-16
slowest relaxation rate without / with ES: 0.3986 / 0.0799 (hop units)
input spacing: 0.43 nm; cohesion: 1.70 eV
input range kappa: 4.0; temperature: 150 K
Morse depth: 0.1902 eV; minimum: 0.4635 nm
model bulk modulus: 18.2 GPa
frozen terrace barrier: 0.2362 eV
frozen terrace saddle energy: -0.9460 eV
frozen edge saddle energy: -0.6770 eV
frozen direct-hop E_ES: 0.2690 eV
edge-site energy shift: 0.0565 eV
binding at lower step: 0.3645 eV
lost attraction at terrace saddle point: 0.2038 eV
share from two nearest missing atoms: 85.8 %
their distance: 1.410 spacings
E_ES / terrace barrier, kappa=4: 1.139
E_ES / terrace barrier, kappa=8: 0.139
edge saddle from grid flooding: -0.6764 eV
E_ES shift, cluster radius 5.5 to 4.5 spacings: -0.00 meV
second-moment terrace barrier: 0.212 eV
second-moment direct-hop E_ES: 0.106 eV
relaxed terrace barrier: 0.1896 eV
relaxed direct descent barrier: 0.4354 eV
relaxed exchange barrier: 0.3207 eV
exchange shift, 20 to 38 free atoms: -28.95 meV
largest relaxed-saddle force: 4.1e-08 eV/spacing
largest path maximum above saddle: 0.46 meV
terrace: 20 sites = 8.60 nm
zero: E_ES=0.0000 eV, s=1.000e+00
  down=4.750e-01, displacement=0.0000 nm
round 0.02 eV: E_ES=0.0200 eV, s=2.128e-01
  down=4.009e-01, displacement=-0.6375 nm
frozen direct hop: E_ES=0.2690 eV, s=9.189e-10
  down=8.729e-09, displacement=-4.0850 nm
lowest relaxed route: E_ES=0.1876 eV, s=4.975e-07
  down=4.726e-06, displacement=-4.0850 nm
attempt frequency: 1.072e+12 1/s
terrace hop rate per direction: 1.245e+04 1/s
step detachment rate: 7.075e-09 1/s
mean terrace residence, frozen ES: 9.920e-03 s
input flux: 0.010 layers/s
arrival interval on 20 x 20 sites: 0.250 s
tunnelling crossover estimate: 8.19 K
```
